\section*{Replica exchange between oxygen-poor and oxygen-rich surface phases}

\section{What symmetry fixes}

Two copies of an oxidizing surface are simulated at different temperatures and oxygen potentials, and their configurations are to be exchanged. The acceptance rule cannot depend on the energy assigned to an oxygen atom in the reservoir. If that reference is lowered by $a$, every configuration with $N$ atoms has its energy changed from $E$ to $E+aN$, and the oxygen potential changes from $\mu$ to $\mu+a$. Nothing physical has changed.

Write $\beta=1/kT$ and let $\nu$ be the dimensionless field multiplying $N$ in the logarithm of the statistical weight. In this logarithm $\beta$ multiplies only $E$, and $\nu$ multiplies only $N$. Exchanging either the two configurations or the two sets of controls must reverse the sign of the logarithm of the weight ratio, so it has the form
\begin{equation}
\Delta=A(\beta_i-\beta_j)(E_i-E_j)+C(\nu_i-\nu_j)(N_i-N_j).
\end{equation}
The change of reference sends $\nu$ to $\nu+\beta a$ and adds $(A+C)a(\beta_i-\beta_j)(N_i-N_j)$. Hence $C=-A$. The Boltzmann weight will give $A=1$. Symmetry does not say what $\nu$ contains, and the obvious choice $\nu=\beta\mu$ can be wrong.

\section{The first failure: missing vibrations}

Let oxygen atoms occupy fixed sites. The site energy $E$ includes zero-point energy and is measured, like $\mu$, from half an O$_2$ molecule in its lowest vibrational, rotationless level. Each adsorbed atom has three harmonic modes of quantum $\hbar\omega$, independent of its neighbours. Summing their levels above the zero point gives
\begin{equation}
q(T)=\left[\sum_{n=0}^{\infty}e^{-n\beta\hbar\omega}\right]^3
=\left(1-e^{-\beta\hbar\omega}\right)^{-3}.
\end{equation}
There is one factor $q$ per atom, so a configuration $x$ has weight
\begin{equation}
w_i(x)=e^{-\beta_i[E(x)-\mu_iN(x)]}q(T_i)^{N(x)}
=e^{-\beta_iE(x)+\nu_iN(x)},
\end{equation}
with
\begin{equation}
\nu_i=\beta_i\mu_i+\ln q(T_i).
\end{equation}

Replicas $i$ and $j$ hold $x_i$ and $x_j$. Their joint weight is $w_i(x_i)w_j(x_j)$ before the exchange and $w_i(x_j)w_j(x_i)$ after it. Normalizing partition functions cancel in the ratio, whose logarithm is
\begin{align}
\Delta={}&-\beta_iE_j+\nu_iN_j-\beta_jE_i+\nu_jN_i\nonumber\\
&+\beta_iE_i-\nu_iN_i+\beta_jE_j-\nu_jN_j\nonumber\\
={}&(\beta_i-\beta_j)(E_i-E_j)-(\nu_i-\nu_j)(N_i-N_j).
\label{swap}
\end{align}
Accept with probability $\min(1,e^\Delta)$. If the joint weights before and after are $W$ and $W'$, the flow forward is $W\min(1,W'/W)=\min(W,W')$. The reverse flow is the same, so the product ensemble is stationary.

Using $\beta\mu$ for $\nu$ in the swap omits
\begin{equation}
-(\ln q_i-\ln q_j)(N_i-N_j).
\end{equation}
This vanishes between replicas at one temperature. Otherwise the omission underrates exchanges that carry atoms to the hotter replica, where $q$ is larger. For the variable-temperature ladder defined below, one incorrect swap applied to the equilibrium product distribution changes a mean coverage by as much as $0.037$, in absolute coverage. This is the damage from one swap, not the final bias of a long run. With \eqref{swap}, the largest change in any joint probability is $10^{-14}$, which is rounding error.

\section{A model with two surface phases}

Consider a periodic square lattice of $N_s=L^2$ sites with
\begin{equation}
E=-e_0N-wB,
\end{equation}
where $B$ counts occupied nearest-neighbour pairs and $w>0$. The attraction is an effective description of cooperative oxide formation. To find coexistence, exchange filled and empty sites. There are $2N_s$ pairs in all. The $N$ atoms touch $4N-B$ distinct pairs, because a filled pair would otherwise be counted twice. Thus
\begin{equation}
N'=N_s-N,\qquad B'=2N_s-4N+B,
\end{equation}
and $B'-2N'=B-2N$. The logarithm of the weight can be written
\begin{equation}
\beta w(B-2N)+xN,\qquad x=\nu+\beta(e_0+2w).
\end{equation}
From here on $x$ denotes this field. At $x=0$ filled and empty sites are equivalent, which gives
\begin{equation}
\mu_c=-e_0-2w-kT\ln q(T).
\end{equation}
If the temperature is low enough for two phases, they have equal weight there.

Take $e_0=0.95$ eV, $w=0.16$ eV and $\hbar\omega=50$ meV. At 700 K, $kT=0.0603$ eV and $kT\ln q=0.104$ eV, so
\begin{equation}
\mu_c=-0.95-0.32-0.104=-1.374\ \mathrm{eV}.
\end{equation}

Local moves insert and remove atoms. A site with $n$ occupied neighbours has filled-to-empty weight ratio $e^{\nu+\beta(e_0+wn)}$, and is therefore filled with probability
\begin{equation}
p_n=\frac{1}{1+e^{-\nu-\beta(e_0+wn)}}.
\end{equation}
Sites of one checkerboard colour do not interact with each other and can be redrawn together. One sweep redraws both colours.

\section{The second failure: good acceptance without transport}

The direct design keeps all replicas at 700 K and steps $\mu$ through coexistence. Let 17 rungs have equally spaced $x$ and end at $\mu_c\pm0.06$ eV. Then $x$ runs from $-0.995$ to $0.995$ in steps of $0.124$. On a $6\times6$ lattice the equilibrium coverages at the ends are $0.002$ and $0.998$, so in equilibrium the ends represent the poor and rich phases.

The mean acceptance between neighbouring rungs follows from their normalized distributions $P_i$ and $P_j$:
\begin{align}
a_{ij}&=\sum_{y,z}P_i(y)P_j(z)\min\left[1,\frac{P_i(z)P_j(y)}{P_i(y)P_j(z)}\right]\nonumber\\
&=\sum_{y,z}\min[P_i(y)P_j(z),P_i(z)P_j(y)].
\end{align}
Counting all configurations by $N$ and $B$ gives a ladder average of $0.924$ and a minimum of $0.500$. These values suggest an excellent ladder. Yet 24 independent ladders, each followed for 4000 swap steps after 1000 discarded steps, make no round trip between the ends.

The minimum acceptance explains itself. At the central rung the phases have equal weight. One step away, the minority phase is suppressed by about $e^{-0.124\times36}\simeq0.01$. A central replica is thus exchanged readily with the neighbour in its own phase and rarely with the other. Averaged over the two phases, each central edge accepts about half its attempts. If the central replica never changes phase, one edge accepts nearly all attempts and the other nearly none, but their average is still one half. The simulated ladder average, $0.923$, therefore agrees with equilibrium while transport is absent.

The obstacle appears in the distribution of $N$. Define the barrier as the logarithm of its poor-phase peak divided by its smallest value between that peak and half coverage. At 700 K and coexistence it is $12.0\,kT$ for the $6\times6$ lattice: the least likely $N$ has probability $e^{-12.0}\simeq6\times10^{-6}$ relative to the peak. For a $4\times4$ lattice the barrier is $8.5\,kT$. Closer spacing in $\mu$ would improve the swaps but leave this barrier in place.

\section{A reference rate for round trips}

To turn the failure into a measurable deficit, we need the trip rate when swaps have no memory. Number the $M$ rungs from $0$ at the poor end to $K=M-1$ at the rich end. Even-numbered and odd-numbered edges are tried on alternate steps. Edge $e$ accepts with probability $1-r_e$, independently of the past. This is an assumption about fast local relaxation, not a consequence of detailed balance.

Attach to each configuration the name of the end it last visited; the label travels with it. After an edge is tried, its upper occupant next tries to move up and its lower occupant next tries to move down, whether or not the swap was accepted. Let $u_i$ and $v_i$ be the probabilities that the up-mover and down-mover at rung $i$ have the poor label. For the edge from $i$ to $i+1$, with rejection $r$,
\begin{align}
u_{i+1}&=(1-r)u_i+rv_{i+1},\label{up}\\
v_i&=(1-r)v_{i+1}+ru_i.
\end{align}
Adding these equations gives $u_{i+1}+v_i=u_i+v_{i+1}$, so
\begin{equation}
u_{i+1}-v_{i+1}=u_i-v_i=c
\end{equation}
is the same at every rung. Equation \eqref{up} also gives
\begin{align}
u_i-u_{i+1}&=r(u_i-v_{i+1})\nonumber\\
&=r(u_i-u_{i+1}+c),
\end{align}
where $v_{i+1}=u_{i+1}-c$ was used. Therefore
\begin{equation}
u_i-u_{i+1}=c\,\frac{r}{1-r}.
\end{equation}

Replicas leaving the poor end have the poor label, so $u_0=1$. Those leaving the rich end have the rich label, so $v_K=0$ and $u_K=c$; here $u_K$ records the label on arrival, before it is overwritten. Summing over edges,
\begin{equation}
1-c=cS,\qquad S=\sum_e\frac{r_e}{1-r_e},\qquad c=\frac1{1+S}.
\end{equation}
Each attempt on the last edge delivers a poor-labelled replica to the rich end with probability $c$. The edge is tried every second step. In steady state every such transit is matched by a return, so one ladder completes
\begin{equation}
R=\frac{1}{2(1+S)}
\label{rate}
\end{equation}
round trips per swap step. The mean trip time of one replica is $M/R$. The poor-label fraction at an interior rung is
\begin{equation}
f_i=\frac{u_i+v_i}{2}=u_i-\frac c2.
\end{equation}

Two limits show what \eqref{rate} measures. Without rejection $R=1/2$: each replica needs $2M$ steps, including one idle step at each end, and $M$ replicas share the ladder. If one edge has $r\to1$ while the others remain open, $R\simeq(1-r)/2$, and that edge controls the traffic.

A third limit concerns adding rungs to a fixed smooth path on a finite lattice. For close neighbours $\Delta$ is small, and
\begin{equation}
r=\langle1-\min(1,e^\Delta)\rangle
\simeq\langle\max(0,-\Delta)\rangle
\simeq\tfrac12\langle|\Delta|\rangle.
\end{equation}
The last step holds because, to leading order, the two configurations come from the same distribution and their interchange reverses $\Delta$. Since $|\Delta|$ is proportional to the spacing, $S$ tends to a constant as $M$ grows. The rate per ladder then saturates, while the work per step grows as $M$.

For the straight ladder $S=2.23$, of which the two central edges supply about 2. Equation \eqref{rate} predicts
\begin{equation}
R=\frac1{2(1+2.23)}=0.155,
\end{equation}
or about $0.155\times24\times4000\simeq14{,}900$ trips in the counted steps. None occurred. A sample standard error of zero does not mean that the rate is known to be zero. If trips were independent events at a constant rate, a mean count of 3 would produce no event with probability $e^{-3}\simeq0.05$. On that assumption the data suggest a rate below about $3/96{,}000=3\times10^{-5}$ per step.

The labels locate the blockage. On the rungs just below and above the centre, the measured poor-label fractions are $0.994$ and $0.006$; the memoryless values are $0.810$ and $0.190$. Replicas circulate within each half and hardly mix across the centre.

\section{Going around the barrier}

The swap rule allows both controls to vary. Keep the same 17 values of $x$, and hence the same ends, but set
\begin{equation}
T_i=700\ \mathrm{K}+(800\ \mathrm{K})\sin\frac{\pi i}{16}.
\end{equation}
The central rung is now at 1500 K, where the $6\times6$ lattice has no barrier by the definition above. A replica can leave the poor phase, heat up, cross in $x$, and cool into the rich phase.

The arch looks worse by acceptance. Its average is $0.686$, its minimum is $0.481$, and $S=8.04$. The reference rate is
\begin{equation}
R=\frac1{2(1+8.04)}=0.0553,
\end{equation}
about one third of that for the straight ladder. With one sweep per swap step in both cases, however, the arch completes 2541 trips while the straight ladder completes none. Its measured rate is $26.5\pm0.4$ trips per 1000 steps, where the uncertainty is the standard error over ladders.

This is $0.48$ of the memoryless rate. The label fractions beside the centre are $0.71$ and $0.29$, against memoryless values of $0.62$ and $0.38$. The excess drop lies across the hot crossing, which suggests that $N$ relaxes too slowly there for successive swaps to be independent. Increasing the local work to ten sweeps per swap tests memory as the cause. This run has 2000 swap steps, of which the first 500 are discarded. The rate rises to $54.4\pm0.6$ per 1000 steps, or $0.98$ of the reference, and the label profile agrees with the memoryless one within $0.012$ at every rung.

Reaching the reference is not the same as minimizing the cost of a trip. Per 1000 local sweeps, the ten-sweep schedule gives $5.4$ trips and the one-sweep schedule $26.5$. If sweeps dominate the cost, frequent swaps give about five times as many trips for the same work here, despite their memory. The ratio to \eqref{rate} diagnoses slow relaxation; trips per unit work measure the cost of transport. Neither gives the statistical error of an average, which need not improve in proportion to the number of trips.

A replica reaching an end should also have the coverage of that end's phase. Otherwise it has crossed the ladder without crossing between phases. Conversely, many trips in coverage do not prove that another slow coordinate, such as the choice between two oxide structures, has been sampled.

\section{Recovering the cold transition}

The arch contains no rung at cold coexistence. It can still locate the transition when no symmetry supplies $\mu_c$. Let the partition function $\Xi_i$ be the sum of $w_i$ over all configurations. Multiplying and dividing each term of $\Xi_{i+1}$ by $w_i$ gives
\begin{equation}
\frac{\Xi_{i+1}}{\Xi_i}=
\left\langle e^{-(\beta_{i+1}-\beta_i)E+(\nu_{i+1}-\nu_i)N}\right\rangle_i.
\end{equation}
The product of these ratios connects the two cold ends. In each phase $\partial\ln\Xi/\partial\nu=\langle N\rangle$ at fixed temperature. If the phase averages $N_p$ and $N_r$ change little between the ends and coexistence, equal phase weights at $\nu_*$ require
\begin{equation}
\ln\Xi_0+N_p(\nu_*-\nu_0)=\ln\Xi_K+N_r(\nu_*-\nu_K),
\end{equation}
and hence
\begin{equation}
\nu_*=\frac{\ln\Xi_0-\ln\Xi_K+N_r\nu_K-N_p\nu_0}{N_r-N_p}.
\end{equation}
In the symmetric model, measure $\nu$ from coexistence, so that the ends are at $\mp x_0$. Exchange of filled and empty sites gives $\ln\Xi_K-\ln\Xi_0=N_sx_0$ and $N_r+N_p=N_s$. The numerator vanishes, as it must.

\section{Pressure and the real surface}

Equilibrium with O$_2$ requires $2\mu=\mu_{\mathrm{O_2}}$. For an ideal gas the internal partition function is $3q_{\rm rot}q_{\rm vib}$, where 3 is the spin degeneracy and only odd rotational levels enter. With thermal wavelength $\lambda$ and volume per molecule $kT/p$,
\begin{equation}
2\mu=kT\ln\frac{p\lambda^3}{3kT\,q_{\rm rot}q_{\rm vib}},
\end{equation}
so that
\begin{equation}
p=\frac{3kT}{\lambda^3}q_{\rm rot}q_{\rm vib}e^{2\mu/kT}.
\end{equation}
At 700 K coexistence lies at $4.0\times10^{-7}$ Torr. The ends differ from it by factors $e^{\pm0.12/0.0603}$, or about $7.3$ either way: $5.5\times10^{-8}$ and $2.9\times10^{-6}$ Torr. The hottest rung corresponds to about 1400 Torr at 1500 K. It is a computational aid, not a proposed treatment of the surface.

The parameters are round values, so the transition pressure is a model result, not a prediction for any material. One serious simplification is the fixed set of sites: a real surface oxide rearranges the metal. If this changed the energy of the rich phase by 0.1 eV per oxygen atom, the cold transition pressure would change by a factor of about $e^{0.2/0.0603}\simeq28$, provided the poor phase stayed almost empty. Bulk oxide is also absent. With an assumed boundary at $-1.2$ eV, the rich end lies only $0.11$ eV below it, comparable with the uncertainty of such a model.

Charge matters for a polar termination. Suppose each atom carries a dipole $d=0.005\,e\,$nm on sites $a=0.28$ nm apart, both rough values. A full layer changes the work function by $ed/(\epsilon_0a^2)=1.15$ eV if the dipoles do not depolarize one another. For free dipoles, repulsion beyond nearest neighbours would cost 4 meV per atom. Close above a metal, image charges double this for the same work-function change. With an almost empty poor phase, the resulting 8 meV raises $\mu_c$ by about the same amount and the pressure by $e^{0.016/0.0603}-1$, about 30\%. A thick polar film is different: uncompensated charged planes add a potential step with each repeat unit, which a nearest-neighbour attraction cannot represent.

The small lattice also rounds the transition. If each phase is replaced by a single state, empty or full, the coverage at an offset $\delta$ from $\mu_c$ is $[1+e^{-N_s\delta/kT}]^{-1}$. Its 10--90\% width is $2kT\ln9/N_s$, or 7.4 meV for 36 sites and 16.6 meV for 16. The full counts give 7.7 and 17.2 meV. The ends, at 60 meV, lie well outside this rounding.

A larger lattice sharpens the transition but raises the cold barrier, as the two sizes show, and its larger fluctuations in $N$ and $E$ call for closer rungs. The arch remains useful if its hot part removes the barrier and neighbouring rungs still exchange. If a structural barrier survives heating, another control or a move that changes the structure is needed. The numerical output lists the values for both ladders.

\section*{Computed results}
\begin{verbatim}
Site binding e0, pair attraction w: 0.95, 0.16 eV
Adsorbate vibrational quantum (3 modes): 50 meV
Lattice sites, rungs, independent ladders: 36, 17, 24
Cold and hottest temperatures: 700, 1500 K
kT at cold temperature: 0.06032 eV
kT ln q at cold temperature: 0.1038 eV
Cold poor end: mu -1.4338 eV, O2 pressure 5.45e-08 Torr
Cold coexistence: mu -1.3738 eV, O2 pressure 3.99e-07 Torr
Cold rich end: mu -1.3138 eV, O2 pressure 2.91e-06 Torr
Hottest rung: mu -1.7109 eV, O2 pressure 1.37e+03 Torr
O2 bond, vibrational quantum (rough): 0.121 nm, 0.195 eV
Exact end coverages: 0.002034, 0.997966
Phase barrier, cold, 4x4 and 6x6: 8.48, 11.96 kT
Phase barrier, hottest rung, 6x6: 0.00 kT
Largest probability error, correct swap: 1.0e-14
Largest one-swap coverage error, q omitted: 0.0374
Swap steps per run, discarded steps: 5000, 1000
straight: exact mean and minimum acceptance 0.924, 0.500
straight: simulated mean acceptance 0.923
straight: sum r/(1-r) 2.230
straight: ideal trips per 1000 steps 154.81
straight: measured trips per 1000 steps 0.000 +/- 0.000
straight: total trips, measured/ideal 0, 0.0000
straight: poor-label fraction beside centre 0.994, 0.006; ideal 0.810, 0.190
arch: exact mean and minimum acceptance 0.686, 0.481
arch: simulated mean acceptance 0.686
arch: sum r/(1-r) 8.042
arch: ideal trips per 1000 steps 55.30
arch: measured trips per 1000 steps 26.469 +/- 0.354
arch: total trips, measured/ideal 2541, 0.4786
arch: poor-label fraction beside centre 0.708, 0.291; ideal 0.619, 0.381
arch, 10 sweeps per swap: trips per 1000 steps 54.36 +/- 0.64
arch, 10 sweeps per swap: measured/ideal 0.983
arch, 10 sweeps: largest label-profile error 0.012
arch: largest simulated coverage error 0.0013
Ideal mean trip time per replica, arch: 307 steps
10-90% transition width, 4x4 and 6x6: 17.19, 7.66 meV
Rough site spacing, dipole: 0.28 nm, 0.005 e nm
Dipole energy beyond neighbours, full layer: 4.11 meV/atom
Work-function change, undepolarized full layer: 1.15 eV
Rough bulk-oxide boundary: -1.2 eV; rich end lies below by 0.11 eV
\end{verbatim}
